# Overtone characters of degenerate modes and the levels 2ν₃ and 3ν₃ of tetrahedral XY₄

A degenerate vibration excited by several quanta gives a level with many states. This problem finds how those states transform under the point group, first for any doubly or triply degenerate mode and then for the mode $\nu_3$ of a tetrahedral molecule XY$_4$.

**Setting.** The molecule is non-rotating, in a non-degenerate electronic state, with small vibrations about a symmetric equilibrium. One mode has $d$ degenerate dimensionless coordinates $q_1,\dots,q_d$ ($d=2$ or $3$) and, in the harmonic approximation,

$$H_0=\frac{\hbar\omega}{2}\sum_{i=1}^{d}(p_i^2+q_i^2),\qquad p_i=-i\,\partial/\partial q_i .$$

A symmetry operation $R$ acts on the coordinates by a real orthogonal matrix $M$, and on wavefunctions by $(U\psi)(q)=\psi(M^{-1}q)$. Its character in the fundamental level is $\chi(R)=\mathrm{Tr}\,M$. The character of the level with $v$ quanta is called $\chi_v(R)$.

## (a) Express $\chi_v(R)$ through the eigenvalues of $M$.

**Solution.** First find how the creation operators $a_i^\dagger=(q_i-ip_i)/\sqrt2$ transform. Since $M^{-1}=M^T$,

$$Uq_iU^{-1}=(M^{-1}q)_i=\sum_j q_jM_{ji}.$$

For the derivative, $U^{-1}\psi$ is the function $\psi(Mq)$. The chain rule gives $\partial_i\psi(Mq)=\sum_j(\partial_j\psi)(Mq)\,M_{ji}$, and applying $U$ replaces $Mq$ by $q$. Momenta therefore transform like coordinates, and

$$Ua_i^\dagger U^{-1}=\sum_j a_j^\dagger M_{ji}.$$

The ground state $|0\rangle\propto e^{-\sum_i q_i^2/2}$ is invariant, because an orthogonal matrix preserves $\sum_i q_i^2$. The states with $v$ quanta are products of $v$ creation operators acting on $|0\rangle$. These operators commute, so the states transform as homogeneous polynomials of degree $v$. This representation is the $v$-th symmetric power of that of the fundamental.

An orthogonal matrix can be diagonalized by a unitary matrix $W$, with $\sum_iM_{ji}W_{ik}=\lambda_kW_{jk}$ and $|\lambda_k|=1$. Define $b_k^\dagger=\sum_i a_i^\dagger W_{ik}$. Then

$$Ub_k^\dagger U^{-1}=\sum_{ij}a_j^\dagger M_{ji}W_{ik}=\lambda_k b_k^\dagger .$$

Because $W$ is unitary, the $b_k$ obey the usual boson commutators, and the normalized states $\prod_k(b_k^\dagger)^{n_k}|0\rangle/\sqrt{n_k!}$ with $\sum_kn_k=v$ form an orthonormal basis of the same level. Each is multiplied by $\prod_k\lambda_k^{n_k}$ under $U$. The trace is

$$\chi_v(R)=\sum_{n_1+\dots+n_d=v}\lambda_1^{n_1}\cdots\lambda_d^{n_d}. \tag{1}$$

For the identity every term is 1, and $\chi_v$ counts the states: $v+1$ for $d=2$ and $(v+1)(v+2)/2$ for $d=3$.

## (b) Find a generating function for $\chi_v$ and two linear relations that follow from it.

**Solution.** Multiply (1) by $t^v$ and sum over $v$. The restriction on the sum of the $n_k$ disappears, leaving one geometric series for each eigenvalue, convergent for $|t|<1$:

$$G(t)=\sum_{v=0}^\infty\chi_vt^v=\prod_k\frac1{1-\lambda_kt}=\frac1{D(t)},\qquad D(t)=\det(1-tM).$$

Expanding the product gives $D=1-e_1t+e_2t^2-e_3t^3$, with

$$e_1=\sum_k\lambda_k=\chi(R),\qquad e_2=\sum_{i<j}\lambda_i\lambda_j .$$

For $d=3$, $e_3=\lambda_1\lambda_2\lambda_3$; for $d=2$, $e_3=0$. Since $R^k$ has the matrix $M^k$, $\chi(R^k)=\sum_i\lambda_i^k$. From $(\sum_i\lambda_i)^2=\sum_i\lambda_i^2+2e_2$,

$$e_2=\tfrac12[\chi(R)^2-\chi(R^2)].$$

Set $\chi_v=0$ for negative $v$. The coefficient of $t^v$ in $D(t)G(t)=1$ gives, for $v\ge1$,

$$\chi_v-e_1\chi_{v-1}+e_2\chi_{v-2}-e_3\chi_{v-3}=0. \tag{2}$$

The second relation comes from the logarithmic derivative, evaluated in two ways. From the product form,

$$\frac{G'}{G}=\sum_i\frac{\lambda_i}{1-\lambda_it}=\sum_{k=1}^\infty\chi(R^k)\,t^{k-1}.$$

From $G=1/D$,

$$\frac{G'}{G}=-\frac{D'}{D}=(e_1-2e_2t+3e_3t^2)\,G.$$

Equating coefficients of $t^{v-1}$,

$$\chi(R^v)=e_1\chi_{v-1}-2e_2\chi_{v-2}+3e_3\chi_{v-3}. \tag{3}$$

## (c) Eliminate the determinant of $M$ to obtain recursions that need characters alone.

**Solution for $d=2$.** Here $e_3=0$ and $e_2=\det M$. Equation (2) gives $e_2\chi_{v-2}=e_1\chi_{v-1}-\chi_v$. Substitution in (3) yields

$$\chi(R^v)=e_1\chi_{v-1}-2e_1\chi_{v-1}+2\chi_v=2\chi_v-e_1\chi_{v-1},$$

so that

$$\boxed{\chi_v(R)=\tfrac12\left[\chi(R)\chi_{v-1}(R)+\chi(R^v)\right]}\qquad(d=2). \tag{4}$$

**Solution for $d=3$.** Now $e_3=\det M$, and (2) gives $e_3\chi_{v-3}=\chi_v-e_1\chi_{v-1}+e_2\chi_{v-2}$. Equation (3) becomes

$$\chi(R^v)=3\chi_v+(1-3)e_1\chi_{v-1}+(-2+3)e_2\chi_{v-2}.$$

Solving for $\chi_v$ and inserting $e_2$,

$$\boxed{\chi_v(R)=\tfrac13\left\{2\chi(R)\chi_{v-1}(R)+\tfrac12[\chi(R^2)-\chi(R)^2]\chi_{v-2}(R)+\chi(R^v)\right\}}\qquad(d=3). \tag{5}$$

Both hold for $v\ge1$, with $\chi_0=1$ and $\chi_{-1}=0$. At $v=1$ they return $\chi(R)$. At $v=2$ both reduce to

$$\chi_2(R)=\tfrac12[\chi(R)^2+\chi(R^2)]; \tag{6}$$

in (5) this follows because the coefficients of $\chi(R)^2$ and $\chi(R^2)$ are $\frac13(2-\frac12)$ and $\frac13(\frac12+1)$, both equal to $\frac12$. For the identity and $d=3$, (5) reads $\chi_v=2\chi_{v-1}-\chi_{v-2}+1$, which generates $1,3,6,10,\dots$, the number of states found in (a).

The numerical check compares the recursions with traces obtained by integrating rotated oscillator wavefunctions. For randomly chosen orthogonal matrices and $v\le6$, the largest absolute difference is $7\times10^{-15}$.

## (d) Find the characters of $\nu_3$, $2\nu_3$ and $3\nu_3$ in a tetrahedral XY$_4$ molecule.

**Solution.** The group $T_d$ has 24 operations in five classes. The symbol $E$ denotes both the identity and the doubly degenerate species.

| | $E$ | $8C_3$ | $3C_2$ | $6S_4$ | $6\sigma_d$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $F_1$ | 3 | 0 | −1 | 1 | −1 |
| $F_2$ | 3 | 0 | −1 | −1 | 1 |

The four bond stretches are permuted by the operations, and the character is the number of bonds left in place: $(4,1,0,0,2)$. Removing the totally symmetric stretch $A_1$ leaves $(3,0,-1,-1,1)$, which is $F_2$. The molecule also has an $F_2$ bending mode, $\nu_4$, which may mix with this stretch; by convention $\nu_3$ is the upper of the two resulting modes. Mixing does not change the species.

The recursion needs the classes of powers:

- $C_3^2$ is again a threefold rotation, and $C_3^3=E$.
- $C_2^2=E$ and $C_2^3=C_2$.
- $S_4$ is a quarter turn combined with a reflection. In $S_4^2$ the reflections cancel, leaving $C_2$; $S_4^3=S_4^{-1}$ lies in the class of $S_4$.
- $\sigma_d^2=E$ and $\sigma_d^3=\sigma_d$.

For two quanta, (6) gives

$$\begin{aligned}
E&:\ \tfrac12(9+3)=6, & C_3&:\ \tfrac12(0+0)=0, & C_2&:\ \tfrac12(1+3)=2,\\
S_4&:\ \tfrac12(1-1)=0, & \sigma_d&:\ \tfrac12(1+3)=2.
\end{aligned}$$

For three quanta, (5) gives

$$\begin{aligned}
E&:\ \tfrac13\{2\cdot3\cdot6+\tfrac12(3-9)\cdot3+3\}=\tfrac13(36-9+3)=10,\\
C_3&:\ \tfrac13\{0+0+3\}=1,\\
C_2&:\ \tfrac13\{2(-1)(2)+\tfrac12(3-1)(-1)-1\}=\tfrac13(-4-1-1)=-2,\\
S_4&:\ \tfrac13\{0+\tfrac12(-1-1)(-1)-1\}=\tfrac13(1-1)=0,\\
\sigma_d&:\ \tfrac13\{2(1)(2)+\tfrac12(3-1)(1)+1\}=\tfrac13(4+1+1)=2.
\end{aligned}$$

Thus $\chi_2=(6,0,2,0,2)$ and $\chi_3=(10,1,-2,0,2)$.

## (e) Reduce the two overtone levels.

**Solution.** Orthogonality of the rows of the character table gives the multiplicity of species $\Gamma$,

$$n_\Gamma=\frac1{24}\sum_c g_c\,\chi_\Gamma(c)\,\chi_v(c),$$

where $g_c$ is the number of operations in class $c$. No complex conjugation is needed because these characters are real.

For $2\nu_3$, the products $g_c\chi_2(c)$ are $(6,0,6,0,12)$. Hence

$$\begin{aligned}
n_{A_1}&=(6+6+12)/24=1, & n_{A_2}&=(6+6-12)/24=0,\\
n_E&=(12+12)/24=1, & n_{F_1}&=(18-6-12)/24=0,\\
n_{F_2}&=(18-6+12)/24=1.
\end{aligned}$$

For $3\nu_3$, the products $g_c\chi_3(c)$ are $(10,8,-6,0,12)$. Hence

$$\begin{aligned}
n_{A_1}&=(10+8-6+12)/24=1, & n_{A_2}&=(10+8-6-12)/24=0,\\
n_E&=(20-8-12)/24=0, & n_{F_1}&=(30+6-12)/24=1,\\
n_{F_2}&=(30+6+12)/24=2.
\end{aligned}$$

The result is

$$\boxed{2\nu_3=A_1+E+F_2,\qquad 3\nu_3=A_1+F_1+2F_2.}$$

The dimensions are $1+2+3=6$ and $1+3+2\cdot3=10$, as required.

## (f) Why is the direct product $F_2\otimes F_2$ not the answer for $2\nu_3$?

**Solution.** The direct product has nine states, because it distinguishes $|i\rangle|j\rangle$ from $|j\rangle|i\rangle$. For two quanta of one mode, $a_i^\dagger a_j^\dagger=a_j^\dagger a_i^\dagger$, and six states remain. The three surplus states are antisymmetric and have the character $\chi^2-\chi_2=\frac12[\chi(R)^2-\chi(R^2)]$. Its values are

$$(9,0,1,1,1)-(6,0,2,0,2)=(3,0,-1,1,-1),$$

which is $F_1$. Therefore $F_2\otimes F_2=A_1+E+F_1+F_2$, and $F_1$ is absent from $2\nu_3$. The full product does apply to the combination level $\nu_3+\nu_4$, where the quanta belong to different modes.

## (g) Apply the doubly degenerate recursion to the $E$ bending mode $\nu_2$ of the same molecule.

**Solution.** The fundamental has $\chi=(2,-1,2,0,0)$. With the class powers from (d), $\chi(R^2)=(2,-1,2,2,2)$ and $\chi(R^3)=(2,2,2,0,0)$. Equation (4) gives, class by class,

$$\begin{aligned}
\chi_2&=\tfrac12(4+2,\;1-1,\;4+2,\;0+2,\;0+2)=(3,0,3,1,1),\\
\chi_3&=\tfrac12(6+2,\;0+2,\;6+2,\;0+0,\;0+0)=(4,1,4,0,0).
\end{aligned}$$

The first is the sum of the rows $A_1$ and $E$ of the table; the second is the sum of $A_1$, $A_2$ and $E$. Since the rows are linearly independent, these decompositions are unique:

$$2\nu_2=A_1+E,\qquad 3\nu_2=A_1+A_2+E.$$

## (h) Locate the harmonic levels for the ammonium ion.

**Solution.** NH$_4^+$ is a tetrahedral XY$_4$ system. At the RHF/6-31G(d,p) level, with spherical d functions and average atomic masses, its optimized bond length is 1.012 Å. The two $F_2$ modes lie at 1613 and 3716 cm$^{-1}$. In the upper one, 98.7% of the squared hydrogen displacement relative to nitrogen lies along the bonds, so $\nu_3$ is here almost a pure stretch. The harmonic overtones lie at

$$2\times3716.3=7432.6\approx7433\ \mathrm{cm^{-1}},\qquad 3\times3716.3\approx11149\ \mathrm{cm^{-1}}$$

above the vibrational ground state. These are values of the stated model, which omits electron correlation and anharmonicity, and not predicted band positions. They are also not converged in the basis. Cartesian d functions lower $\nu_3$ by 1 cm$^{-1}$. The 6-311G(d,p) basis lowers $\nu_4$ by 8 and $\nu_3$ by 27 cm$^{-1}$, which moves the two overtones down by about 54 and 80 cm$^{-1}$. The matrices $M$ of the computed modes $\nu_2$ and $\nu_3$ were also used to test the recursions and the reductions above.

## (i) What happens to the levels when the potential is anharmonic, and which sublevels can be reached by dipole absorption from the ground state?

**Solution.** In the harmonic approximation all six states of $2\nu_3$ coincide, as do all ten of $3\nu_3$. The reduction gives the degeneracies that tetrahedral symmetry protects. It does not give the order or size of the splittings.

An isotropic anharmonic term, such as $r^4$ with $r^2=\sum_iq_i^2$, conserves the vibrational angular momentum $l$ in the space of the three coordinates. Polynomials of degree 2 consist of $r^2$ ($l=0$) and five functions with $l=2$. Those of degree 3 consist of $r^2q_i$ ($l=1$) and seven functions with $l=3$. Such a term therefore leaves groups of 1 and 5, or 3 and 7, states. Since $l=0$ is $A_1$ and $l=1$ is $F_2$, subtraction from the results of (e) gives $E+F_2$ for $l=2$ and $A_1+F_1+F_2$ for $l=3$. Terms with tetrahedral symmetry can separate these.

A model with round parameters, not those of NH$_4^+$, shows this:

$$\frac{H}{\hbar\omega}=\frac{H_0}{\hbar\omega}+0.05\,q_1q_2q_3+0.004\sum_iq_i^4+0.002\,r^4 .$$

Diagonalization gives these energies above the ground state, in units of $\hbar\omega$:

- $v=2$: $F_2$ at 2.0450, $E$ at 2.0569, $A_1$ at 2.0609;
- $v=3$: $A_1$ at 3.0726, $F_1$ at 3.0843, $F_2$ at 3.0866 and 3.1120.

The label $v$ now names the harmonic level from which a state descends. Three and four sublevels appear, with the species found in (e).

For absorption, the dipole components transform like $x,y,z$, which is $F_2$, and the vibrational ground state is $A_1$. A matrix element $\langle0|\mu|s\rangle$ can be nonzero only if $F_2\otimes\Gamma_s$ contains $A_1$. The multiplicity of $A_1$ in that product is $\frac1{24}\sum_cg_c\chi_{F_2}\chi_{\Gamma_s}$, which by orthogonality is 1 for $\Gamma_s=F_2$ and 0 otherwise. One sublevel of $2\nu_3$ and two of $3\nu_3$ are therefore allowed.

Symmetry permits these transitions but does not make them strong. In the harmonic approximation with a dipole linear in $q$, both overtones have zero intensity, because $q_i$ changes $v$ by one. In the anharmonic model the linear-dipole strengths $\sum|\langle0|q_i|s\rangle|^2$, summed over the components $i$ and the states $s$ of a sublevel, are $1.8\times10^{-4}$ for the $F_2$ sublevel at $v=2$, and $4.7\times10^{-7}$ and $1.7\times10^{-5}$ for the lower and upper $F_2$ sublevels at $v=3$. They vanish to rounding for the other species.

The classification changes if the equilibrium is not tetrahedral or if the Y atoms are different isotopes, since the symmetry group is then no longer $T_d$. In a degenerate electronic state, the electronic species must be included as well. If a level of other modes lies close to an overtone, states of equal species can mix; the species remain valid, but the label $2\nu_3$ or $3\nu_3$ becomes approximate. The ammonium ion of (h) has such close levels. Its computed $\nu_2$ is 1845 cm$^{-1}$, so in the harmonic model $2\nu_2+\nu_3$ (species $F_1+2F_2$) lies only 26 cm$^{-1}$ below $2\nu_3$, and $2\nu_2+2\nu_3$ lies equally far below $3\nu_3$. The single-mode model above leaves these levels out.

## Calculated quantities

```
NH4+, RHF/6-31G(d,p)
masses: N 14.007 u, H 1.008 u
N-H bond length: 1.0118 angstrom
nu1 A1: 3572.2 cm^-1, bond-stretch share 1.000
nu2 E: 1845.2 cm^-1, bond-stretch share 0.000
nu3 F2: 3716.3 cm^-1, bond-stretch share 0.987
nu4 F2: 1613.2 cm^-1, bond-stretch share 0.000
largest recursion error, random matrices, v<=6: 7.1e-15
nu2: class, size | chi(R) chi(R^2) chi(R^3) | chi_2 chi_3 chi_4
  E, 1 | [2, 2, 2] | [3, 4, 5]
  C3, 8 | [-1, -1, 2] | [0, 1, -1]
  C2, 3 | [2, 2, 2] | [3, 4, 5]
  S4, 6 | [0, 2, 0] | [1, 0, 1]
  sigma_d, 6 | [0, 2, 0] | [1, 0, 1]
  2nu2 = A1 + E
  3nu2 = A1 + A2 + E
  4nu2 = A1 + 2E
nu3: class, size | chi(R) chi(R^2) chi(R^3) | chi_2 chi_3 chi_4
  E, 1 | [3, 3, 3] | [6, 10, 15]
  C3, 8 | [0, 0, 3] | [0, 1, 0]
  C2, 3 | [-1, 3, -1] | [2, -2, 3]
  S4, 6 | [-1, -1, -1] | [0, 0, 1]
  sigma_d, 6 | [1, 3, 1] | [2, 2, 3]
  2nu3 = A1 + E + F2
  3nu3 = A1 + F1 + 2F2
  4nu3 = 2A1 + 2E + F1 + 2F2
full direct product F2 x F2 = A1 + E + F1 + F2
harmonic 2nu3: 7432.6 cm^-1; 3nu3: 11148.8 cm^-1
model: cubic 0.05, axial quartic 0.004, isotropic quartic 0.002 (hbar*omega)
  v=2 F2: 2.0450 hbar*omega, sum |<0|q|s>|^2 = 1.79e-04
  v=2 E: 2.0569 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=2 A1: 2.0609 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=3 A1: 3.0726 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=3 F1: 3.0843 hbar*omega, sum |<0|q|s>|^2 = 0 (to rounding)
  v=3 F2: 3.0866 hbar*omega, sum |<0|q|s>|^2 = 4.68e-07
  v=3 F2: 3.1120 hbar*omega, sum |<0|q|s>|^2 = 1.69e-05
isotropic quartic only, degeneracies upward: v=2 [5, 1], v=3 [7, 3]
```
